\section*{Why an Air Gap Does Not Divide Line Capacitance by Its Permittivity Ratio}

\section*{The belief and where it holds}

\textbf{Q:} I have parallel metal lines with a dielectric of relative permittivity 3 between them. If I remove the dielectric from the gaps and leave air, of permittivity 1, the capacitance of a line must fall to one third. Capacitance is proportional to permittivity, after all.

\textbf{A:} To which permittivity? Your stack has several: the gap, the dielectric above and below the lines, and perhaps a cap layer on top. If you divide all of them by the same factor $\kappa$, you are right. The equation $\nabla\cdot(\varepsilon\nabla\phi)=0$ keeps the same solution $\phi$ at fixed voltages, every charge is divided by $\kappa$, and so is $C$.

The other case in your favour is a pair of ideal plates, with all the field inside the gap. For a line of height $t$ with a neighbour at distance $s$ on each side, in atomic units ($4\pi\varepsilon_0=1$), the capacitance per length is
\begin{equation}
C_{\rm plates}=\frac{2\varepsilon_g t}{4\pi s},
\end{equation}
which is proportional to the gap permittivity $\varepsilon_g$. A real line also sends field through material that you have not removed.

\section*{Capacitance as a sum over materials}

\textbf{Q:} How do I assign a part of the capacitance to each material? The field lines cross from one to another.

\textbf{A:} Use the energy. Take lines uniform along their length and linear, isotropic, lossless dielectrics. The driven line is at voltage $V$ and the conductors around it are grounded. In a periodic array I take one cell per driven line, with no normal flux through its symmetry edges. Let $Q$ be the charge per length on the driven line, and $\mathbf n$ the normal pointing out of the dielectric. Integration by parts gives
\begin{equation}
\int\varepsilon|\nabla\phi|^2\,dA
=\oint\phi\,\varepsilon\nabla\phi\cdot\mathbf n\,dl
-\int\phi\,\nabla\cdot(\varepsilon\nabla\phi)\,dA
=4\pi QV .
\end{equation}
The area term vanishes because the dielectric holds no free charge. The grounded surfaces contribute nothing because $\phi=0$ there. On the driven line $\mathbf n$ points into the metal, so $\varepsilon\nabla\phi\cdot\mathbf n$ is the outgoing normal component of $\mathbf D=-\varepsilon\nabla\phi$, and Gauss's law gives $4\pi Q$. With $V=1$ and $C=Q/V$,
\begin{equation}
C=\frac1{4\pi}\int\varepsilon|\nabla\phi|^2\,dA,
\qquad
p=\frac{1}{4\pi C}\int_{\rm gap}\varepsilon_g|\nabla\phi|^2\,dA .
\label{eq:share}
\end{equation}
Here $p$ is the fraction of the field energy stored in the gap before the exchange. The rest, $1-p$, sits in material that stays.

\textbf{Q:} Then the new capacitance is $C(1-p)+Cp/\kappa$, with $\kappa=\varepsilon_g/\varepsilon_{\rm air}$?

\textbf{A:} That would be so if the potential did not change. In general it readjusts, and your expression is an upper bound. To see this, add to the true potential any $\eta$ that vanishes on the conductors:
\begin{equation}
\int\varepsilon|\nabla(\phi+\eta)|^2dA
=\int\varepsilon|\nabla\phi|^2dA
+2\int\varepsilon\nabla\phi\cdot\nabla\eta\,dA
+\int\varepsilon|\nabla\eta|^2dA .
\end{equation}
The middle integral equals $\oint\eta\,\varepsilon\nabla\phi\cdot\mathbf n\,dl-\int\eta\,\nabla\cdot(\varepsilon\nabla\phi)\,dA=0$: $\eta$ vanishes on metal, the normal flux vanishes on symmetry edges, and there is no free charge. The last integral is not negative, so the true potential minimises the energy expression. After the exchange, the old potential is an allowed trial function, and
\begin{equation}
\frac{C'}{C}\le(1-p)+\frac p\kappa
=1-p\left(1-\frac1\kappa\right).
\label{eq:upper}
\end{equation}

\section*{How far can the field help?}

\textbf{Q:} An upper bound does not refute me. The field may readjust so well that I still get $1/\kappa$.

\textbf{A:} A lower bound settles that. Instead of fixing the voltage, fix unit charge on the driven line and vary the flux field $\mathbf F=\mathbf D/4\pi$. The true one is
\begin{equation}
\mathbf F_0=-\frac{\varepsilon\nabla\phi}{4\pi C},
\qquad
4\pi\int\frac{|\mathbf F_0|^2}{\varepsilon}dA
=\frac{1}{4\pi C^2}\int\varepsilon|\nabla\phi|^2dA
=\frac1C .
\end{equation}
Add a field $\mathbf G$ with zero divergence, no net flux from the driven line and no normal component on the symmetry edges. The term linear in $\mathbf G$ is
\begin{equation}
8\pi\int\frac{\mathbf F_0\cdot\mathbf G}{\varepsilon}dA
=-\frac2C\int\nabla\phi\cdot\mathbf G\,dA
=-\frac2C\oint\phi\,\mathbf G\cdot\mathbf n\,dl=0 .
\end{equation}
On the driven line $\phi=1$ multiplies a zero net flux; on grounded metal $\phi=0$; on the symmetry edges $\mathbf G\cdot\mathbf n=0$. The quadratic term is not negative, so $1/C$ is the minimum of $4\pi\int|\mathbf F|^2/\varepsilon\,dA$ over divergence-free fields carrying unit flux.

Now use the old flux field as a trial after the exchange. Its energy density is proportional to $\varepsilon|\nabla\phi|^2$, so the gap again holds the fraction $p$. That part is multiplied by $\kappa$, because $1/\varepsilon_g$ becomes $\kappa/\varepsilon_g$:
\begin{equation}
\frac1{C'}\le\frac{(1-p)+\kappa p}{C}
\quad\Longrightarrow\quad
\frac{C'}C\ge\frac1{1+p(\kappa-1)} .
\label{eq:lower}
\end{equation}
Compare this with your value:
\begin{equation}
\frac1{1+p(\kappa-1)}-\frac1\kappa
=\frac{\kappa-1-p(\kappa-1)}{\kappa[1+p(\kappa-1)]}
=\frac{(\kappa-1)(1-p)}{\kappa[1+p(\kappa-1)]} .
\end{equation}
For $\kappa>1$ and $p<1$ this is positive. No readjustment of the field can recover the full factor while retained material holds part of the energy.

\textbf{Q:} When are the two bounds reached?

\textbf{A:} Consider a gap between ideal plates, without outside field, and $\kappa=3$. If air replaces the lower half of the gap height, the two halves are in parallel. The potential stays linear across the gap, $p=1/2$, and the ratio is $1-\frac12\cdot\frac23=0.667$, the upper bound.

For the lower bound, take a gap of 100~\AA\ with a retained layer of 10~\AA\ and permittivity 5 on each sidewall. The 80~\AA\ core changes from permittivity 3 to 1. The flux crosses the layers in series, so $1/C$ is proportional to the sum of thickness over permittivity:
\begin{equation}
p=\frac{80/3}{20/5+80/3}=0.870,
\qquad
\frac{C'}C=\frac{20/5+80/3}{20/5+80}=0.365 .
\end{equation}
Equation~(\ref{eq:lower}) gives the same value, $1/(1+2p)=0.365$. Even without fringe field, thin retained sidewall layers keep the ratio above $1/3$.

For a small change, $\kappa=1+x$ with $x\ll1$, both bounds become $1-px+O(x^2)$. The initial energy share then fixes the gain to first order.

\section*{A stack with a cap}

\textbf{Q:} Give me numbers for a whole stack. Is the loss large?

\textbf{A:} Take lines 100~\AA\ wide, 200~\AA\ high and 100~\AA\ apart, with grounded planes 200~\AA\ below and above them. The low-k dielectric has permittivity 3. A continuous cap, 50~\AA\ thick with permittivity 5, lies on the lines and across the gaps. These are round model parameters. Alternate lines are driven at the same voltage; the others are grounded. Air replaces the whole gap rectangle between the sidewalls, and nothing else.

I minimised both energy expressions with bilinear finite elements on squares of side 2~\AA. The potential gives an upper value of $C$. For the lower value, the flux is written through a stream function, which makes it divergence-free. The atomic unit of capacitance per length is $0.069446\;e^2/(\mathrm{eV\,\AA})$. In units of $e^2/(\mathrm{eV\,\AA})$,
\begin{align}
0.12666&\le C\le0.12682, & C&\simeq0.1267,\\
0.08114&\le C'\le0.08146, & C'&\simeq0.0813 .
\end{align}
The quoted values are midpoints, equal to about 203 and 130~aF/$\mu$m. Your rule predicts $0.1267/3=0.0422$. The actual ratio is $0.0813/0.1267=0.64$. Dividing opposite ends of the intervals, and rounding outwards, encloses it between 0.639 and 0.644. The reduction is 36 percent of the original capacitance, not 67 percent.

\textbf{Q:} Where did the rest of my gain go?

\textbf{A:} Before the exchange, the gap holds $p=0.532$ of the energy, the cap 0.178 and the surrounding low-k material 0.290. These shares come from the potential on the 2~\AA\ mesh. The field is singular at the metal corners, so the shares quoted here and below are off by about 0.001: converged values are 0.533 and 0.177 for gap and cap before the exchange, and 0.2835 and 0.275 after it. Numbers derived from the shares move by about one unit in the last digit. In the same units, the gap part of $C$ is $0.532\times0.1267=0.0674$ and the outside part is $0.0593$. With the potential frozen, the new value would be
\begin{equation}
\frac{0.0674}{3}+0.0593=0.0818 ,
\end{equation}
slightly above the calculated 0.0813. The bounds on the ratio are 0.485 and 0.645, so this stack lies close to the parallel limit. After the exchange the gap share is 0.282, and the outside part is $(1-0.282)\times0.0813=0.0584$, hardly less than before. You have reduced one contribution by about three and left the other almost untouched.

\section*{Fringe, planes and cap}

\textbf{Q:} Is all that outside energy fringe field?

\textbf{A:} No. The top and bottom faces of the line also couple to the planes. The causes can be introduced one at a time, with the same numerical method and the same exchange in the gap:
\begin{center}
\begin{tabular}{lc}
Field included & $C'/C$\\
\hline
Gap field alone & 0.333\\
Fringe between lines, no planes or cap & 0.555\\
Grounded planes added & 0.612\\
Cap added & 0.641
\end{tabular}
\end{center}
These are ratios of midpoint values; below the first row, their third decimal is uncertain. In the second row the planes are replaced by edges without normal flux, and low-k material fills the place of the cap. All flux then runs from line to line, yet the gap holds only 0.663 of the energy. Fringe field alone therefore spoils the factor of three. The increments can depend on the order in which the causes are added, so they should not be read as unique contributions.

\textbf{Q:} Must a cap of higher permittivity make the ratio worse?

\textbf{A:} There is a condition. Differentiate $C$ in Eq.~(\ref{eq:share}) with respect to the permittivity $\varepsilon_k$ of one region:
\begin{equation}
\frac{\partial C}{\partial\varepsilon_k}
=\frac1{4\pi}\int_k|\nabla\phi|^2dA
+\frac1{2\pi}\int\varepsilon\nabla\phi\cdot
\nabla\frac{\partial\phi}{\partial\varepsilon_k}\,dA .
\end{equation}
The second term vanishes for the same reason as the term linear in $\eta$: the conductor potentials are fixed. Multiplication by $\varepsilon_k/C$ gives $\partial\ln C/\partial\ln\varepsilon_k=p_k$, the energy share of that region. Applying this before and after the exchange,
\begin{equation}
\frac{\partial\ln(C'/C)}{\partial\ln\varepsilon_{\rm cap}}
=p'_{\rm cap}-p_{\rm cap}.
\end{equation}
Here the cap share rises from 0.178 to 0.276, so a small increase of its permittivity raises the ratio. In a geometry where the share fell, the sign would be opposite.

\textbf{Q:} Can I at least predict the ratio from the initial gap share, as $\kappa^{-p}$?

\textbf{A:} Not for a large change, because $p$ changes on the way. Integrating $d\ln C/d\ln\varepsilon_g=p(\varepsilon_g)$ from the air value to the original one gives
\begin{equation}
\ln\frac C{C'}=\int_{\ln(\varepsilon_g/\kappa)}^{\ln\varepsilon_g}p\,d\ln\varepsilon
=\bar p\ln\kappa,
\qquad \frac{C'}C=\kappa^{-\bar p}.
\end{equation}
Four-point Gauss--Legendre integration of the finite-element shares gives $\bar p=0.403$ and a ratio of $3^{-0.403}=0.642$, inside the interval found above. With converged shares $\bar p$ is 0.404 and the ratio 0.6415, equal to the direct value. The initial share would give $3^{-0.532}=0.557$, which is too optimistic.

\textbf{Q:} And if I replace all the low-k material, not just the gap?

\textbf{A:} With the cap kept, $C$ falls to $0.0558\;e^2/(\mathrm{eV\,\AA})$, or 0.440 of its original value. That is much better than the gap exchange, but still above one third, because the cap has not been scaled. For comparison, the same metal in vacuum has $C=0.0390$ in this unit. The effective permittivity, $C$ divided by this vacuum value, falls from 3.25 to 2.08 when the gap alone becomes air. It does not fall to 1.

These values belong to ideal conductors with smooth, rectangular faces and completely emptied gaps. The model leaves out roughness and penetration of the field into the metal. The neighbouring wiring levels are represented by continuous grounded planes, which receive about a quarter of the flux before the exchange, and the neighbouring lines are grounded; the numbers, though not the bounds, change with other plane distances or voltage patterns. If some dielectric remains in the gap, the bounds still apply, with $p$ taken over the volume that has actually become air.
